# Pyrometer Temperature Error from an Emissivity Error in Rapid Thermal Annealing

## 1. What dimensions allow

During rapid thermal annealing a pyrometer collects thermal radiation from a wafer at true temperature \(T\) and converts it into an indicated temperature \(T_i\). The conversion needs an emissivity. Let \(\varepsilon\) be the true spectral emissivity of the wafer at the detected wavelength \(\lambda\), and let \(\varepsilon_s\) be the value set on the instrument. How large is the temperature error when the two differ?

For thermal radiation at one wavelength the available quantities are \(\lambda\), \(T\), \(h\), \(c\) and \(k\). They involve four dimensions: mass, length, time and temperature. Five quantities with four independent dimensions leave one dimensionless group,

\[
a=\frac{k\lambda T}{hc}=\frac{\lambda T}{c_2},\qquad c_2=\frac{hc}{k}.
\]

The emissivities are already dimensionless. They enter through their ratio, because the instrument compares one radiance multiplied by \(\varepsilon\) with another multiplied by \(\varepsilon_s\). Hence

\[
\frac{T_i}{T}=F\!\left(a,\frac{\varepsilon}{\varepsilon_s}\right),\qquad F(a,1)=1 .
\]

Define the fractional emissivity error relative to the setting,

\[
\delta=\frac{\varepsilon-\varepsilon_s}{\varepsilon_s}.
\]

If \(F\) is smooth, a small \(\delta\) must give

\[
\frac{T_i-T}{T}=G(a)\,\delta .
\]

Dimensions go no further. The radiation law has to supply \(G\), and Wien's law will give \(G(a)=a\).

## 2. Simplest case: one wavelength, small error, Wien's law

The assumptions are these. The detected band is narrow. The detector is linear and was calibrated on a blackbody. The wafer is opaque at \(\lambda\), and neither lamp light nor wafer light returned by the chamber reaches the detector. The blackbody spectral radiance is Planck's,

\[
L(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^x-1},\qquad x=\frac{c_2}{\lambda T}=\frac1a .
\]

When \(e^x\gg1\), the 1 in the denominator may be dropped, which leaves Wien's law:

\[
L_W(\lambda,T)=\frac{2hc^2}{\lambda^5}\,e^{-x}.
\]

The price of this step follows from the ratio of the two,

\[
\frac{L_W}{L}=e^{-x}(e^x-1)=1-e^{-x},
\]

so Wien's radiance is low by the fraction \(e^{-x}\) of Planck's.

The instrument reports the temperature at which a body of emissivity \(\varepsilon_s\) would send the received signal:

\[
\varepsilon_s L(\lambda,T_i)=\varepsilon L(\lambda,T). \tag{1}
\]

For a small error, take the logarithm of (1) and expand \(\ln L\) about \(T\):

\[
\frac{d\ln L}{d\ln T}\,\frac{T_i-T}{T}=\ln\frac{\varepsilon}{\varepsilon_s}=\ln(1+\delta)\simeq\delta .
\]

In Wien's law the temperature appears only in the exponent. At fixed \(\lambda\), \(\ln L_W=\text{const}-c_2/(\lambda T)\), so

\[
\frac{d\ln L_W}{d\ln T}=T\,\frac{d}{dT}\left(-\frac{c_2}{\lambda T}\right)=\frac{c_2}{\lambda T}=x .
\]

Dividing by this slope gives the error relation,

\[
\boxed{\;\frac{T_i-T}{T}=\frac{\lambda T}{c_2}\,\frac{\varepsilon-\varepsilon_s}{\varepsilon_s}\;} \tag{2}
\]

to first order in \(\delta\) and in the Wien limit. A wafer that emits better than the setting assumes looks too hot.

The factor \(a\) is small when the radiance is steep in temperature. Near \(T\), Wien's radiance varies as \(T^x\), so a one percent change of signal corresponds to a temperature change of only \(1/x\) percent.

**The other sign.** Suppose that the signal is fixed and the operator changes the setting. Then \(\ln\varepsilon_s-c_2/(\lambda T_i)\) is constant, and differentiation gives

\[
\frac{d\varepsilon_s}{\varepsilon_s}+\frac{c_2}{\lambda T_i^2}\,dT_i=0
\quad\Rightarrow\quad
\frac{dT_i}{T_i}=-\frac{\lambda T_i}{c_2}\,\frac{d\varepsilon_s}{\varepsilon_s}.
\]

Raising the setting lowers the reading. The magnitude of the coefficient is the same in both uses, so a statement of the relation without a sign must say which emissivity is varied.

**Numbers.** Take \(T=1300\) K, \(\lambda=0.95\) µm, \(\varepsilon_s=0.70\) and \(\varepsilon=0.65\), as round model parameters. With \(c_2=14387.77\) µm K,

\[
a=\frac{0.95\times1300}{14387.77}=0.08584,\qquad x=11.65,\qquad
\delta=\frac{0.65-0.70}{0.70}=-0.07143 .
\]

Equation (2) gives

\[
T_i-T\simeq0.08584\times(-0.07143)\times1300\ \text{K}=-7.97\ \text{K}.
\]

An emissivity error of 7 percent has become a temperature error of 0.6 percent. Here \(e^{-x}=8.7\times10^{-6}\), so Wien's law is a good approximation.

## 3. Generalization to a finite error

The expansion in \(\delta\) can be avoided. Insert Wien's law in (1). The factors \(2hc^2/\lambda^5\) cancel, leaving

\[
\varepsilon_s\,e^{-c_2/(\lambda T_i)}=\varepsilon\,e^{-c_2/(\lambda T)} .
\]

Take the logarithm and solve for \(1/T_i\):

\[
\frac1{T_i}=\frac1T-\frac{\lambda}{c_2}\ln\frac{\varepsilon}{\varepsilon_s}. \tag{3}
\]

The emissivity error shifts the inverse temperature by an amount that does not depend on \(T\). Multiplying (3) by \(T\) and inverting,

\[
T_i=\frac{T}{1-a\ln(\varepsilon/\varepsilon_s)} . \tag{4}
\]

**Limit of small error.** Put \(u=a\ln(1+\delta)=a(\delta-\delta^2/2+\dots)\). Then \(1/(1-u)=1+u+u^2+\dots\), and collecting powers of \(\delta\) gives

\[
\frac{T_i-T}{T}=a\delta+a\left(a-\tfrac12\right)\delta^2+\dots \tag{5}
\]

The first term is (2). In the second, \(-a/2\) comes from the curvature of the logarithm and \(a^2\) from the inversion of \(1/T_i\). The two cancel at \(a=1/2\), but there \(e^{-x}=0.135\) and Wien's form no longer applies. With Planck's law the coefficient of \(\delta^2\) is \(ab\,(ab-1+b/2)\) with \(b=1-e^{-x}\), which equals \(-0.059\) at \(a=1/2\).

For the example the second term is

\[
0.08584\times(0.08584-0.5)\times(0.07143)^2\times1300\ \text{K}=-0.24\ \text{K}.
\]

The sum of two terms is \(-8.21\) K. The closed form (4), with \(\ln(\varepsilon/\varepsilon_s)=-0.07411\), gives \(-8.22\) K. The linear relation therefore misses about 3 percent of the temperature error in this case.

**Limit of a large signal.** Equation (4) needs a positive denominator, that is \(\varepsilon/\varepsilon_s<e^x\). The reason is that Wien's radiance at fixed wavelength tends to the finite value \(2hc^2/\lambda^5\) as \(T\to\infty\), so a larger signal matches no temperature. Planck's radiance has no such ceiling, and the restriction is a defect of Wien's form outside its range. At \(x=11.65\) it would take an emissivity ratio of about \(10^5\) to reach it.

**Tolerance.** Turning (2) around, a reading good to \(\Delta T\) requires

\[
|\delta|\simeq\frac{c_2}{\lambda T}\,\frac{\Delta T}{T}.
\]

For 1 K this is \(11.65/1300=0.00896\), or 0.9 percent of the emissivity. When the signal balance is solved for an emissivity above the setting by this fraction, the reading shifts by 0.9963 K. The missing 0.0037 K is the second term of (5).

## 4. Generalization to Planck's law

At longer wavelengths \(x\) falls and the dropped 1 matters. Keep it and repeat the slope calculation. Since \(\ln L=\text{const}-\ln(e^x-1)\) and \(dx/d\ln T=-x\),

\[
\frac{d\ln L}{d\ln T}=-\frac{e^x}{e^x-1}\,(-x)=\frac{x}{1-e^{-x}} .
\]

The first-order relation becomes

\[
\frac{T_i-T}{T}=\frac{\lambda T}{c_2}\left(1-e^{-c_2/(\lambda T)}\right)\delta . \tag{6}
\]

This is the full function \(G(a)=a(1-e^{-1/a})\) that dimensional analysis left open.

For a finite error, (1) with Planck's law reads \(\varepsilon_s/(e^{x_i}-1)=\varepsilon/(e^x-1)\), where \(x_i=c_2/(\lambda T_i)\). Solving for \(x_i\),

\[
\frac{c_2}{\lambda T_i}=\ln\!\left[1+\frac{\varepsilon_s}{\varepsilon}(e^x-1)\right]. \tag{7}
\]

**Short-wavelength limit.** For \(x\gg1\) the bracket in (6) tends to 1, and (2) returns. In (7) the exponential dominates, so \(x_i\simeq x+\ln(\varepsilon_s/\varepsilon)\), which is (3).

**Long-wavelength limit.** For \(x\ll1\), \(1-e^{-x}\simeq x\), and (6) becomes \((T_i-T)/T=\delta\). Radiance is then proportional to temperature, and the emissivity error passes to the temperature undiminished. Wien's form would instead give a coefficient \(a\) that grows without bound.

The same emissivities at three wavelengths, with \(T=1300\) K, give these errors \(T_i-T\):

| \(\lambda\) (µm) | \(a\) | Eq. (2) (K) | Eq. (4) (K) | Eq. (7) (K) |
|---|---|---|---|---|
| 0.95 | 0.0858 | −7.97 | −8.22 | −8.22 |
| 2.00 | 0.1807 | −16.8 | −17.2 | −17.1 |
| 10.0 | 0.9035 | −83.9 | −81.6 | −56.4 |

At 0.95 µm the two radiation laws differ by about 0.0001 K in the reading. At 2 µm they differ by less than 0.1 K, which is smaller than the error made by linearizing. At 10 µm, \(e^{-x}=0.33\), and the coefficient in (6) is \(0.9035\times(1-0.3306)=0.605\). Wien's coefficient is 49 percent larger, and its finite error, 81.6 K against 56.4 K, is larger by 45 percent of the Planck value. Wien's second-order term is positive there, \(+2.4\) K, because \(a\) exceeds \(1/2\). That sign is an artefact of Wien's form, since Planck's second-order term is about \(-0.24\) K.

Equations (4) and (7) were tested at all three wavelengths against a numerical solution of (1) that uses the radiance laws directly. So were the slopes in (2) and (6), the sign for a changed setting, and the second-order coefficient in (5). All agreed within the tolerances set in the program.

For equal \(\delta\), the shorter wavelength gives the smaller error. The comparison assumes equal fractional emissivity errors, whereas a real surface may have a different emissivity uncertainty at each wavelength. It also assumes an opaque wafer at all three wavelengths. Lightly doped silicon is partly transparent to photons below its band gap until it is hot enough for free carriers to absorb them. In Wien's form the radiance per unit wavelength also falls toward short wavelengths once \(x>5\) (the photon rate per unit wavelength once \(x>4\)), since

\[
\frac{d\ln L_W}{d\ln\lambda}=-5+x .
\]

**When other light enters.** Let stray light add a fraction \(s\) to the thermal signal. The right side of (1) is then multiplied by \(1+s\), and for correct emissivity and small \(s\) the reading is high by the fraction \(as\) in the Wien limit. For a fixed stray radiance \(L_s\), \(s=L_s/(\varepsilon L_W)\) grows as \(e^{x}\) when the wafer cools. Lamp light can therefore spoil the reading at low temperature even if it is harmless at the peak of the anneal. If the lamps are dimmed at the lower temperature, \(L_s\) falls too and \(s\) grows more slowly than \(e^{x}\). Correcting \(\varepsilon_s\) at one temperature does not remove such an error at another.

## 5. Generalization to a finite band

A real detector accepts a range of wavelengths. Let \(R(\lambda)\) be its response, and let the emissivity be constant across the band. The blackbody signal is

\[
S(T)=\int R(\lambda)\,L_W(\lambda,T)\,d\lambda .
\]

Each wavelength contributes its own slope \(c_2/(\lambda T)\), so

\[
\frac{d\ln S}{d\ln T}=\frac{1}{S}\int R\,L_W\,\frac{c_2}{\lambda T}\,d\lambda
=\frac{c_2}{T}\left\langle\frac1\lambda\right\rangle ,
\]

where the average is weighted by the detected signal. With

\[
\frac1{\lambda_{\rm eff}}=\left\langle\frac1\lambda\right\rangle ,
\]

the small-error relation keeps its form:

\[
\frac{T_i-T}{T}=\frac{\lambda_{\rm eff}T}{c_2}\,\delta . \tag{8}
\]

For a flat response from 0.90 to 1.00 µm at 1300 K, the effective wavelength is 0.9549 µm, slightly above the centre \(\lambda_0=0.95\) µm. To see why, write \(\lambda=\lambda_0(1+u)\), so that \(u\) is now the fractional distance from the centre. Near the centre the weight is proportional to \(1+gu+qu^2\), with \(g=x-5\) from the wavelength slope above and \(q\) some constant. Also \(1/\lambda\simeq(1-u+u^2)/\lambda_0\). Let \(v\) be the mean of \(u^2\) over the flat band. Odd powers of \(u\) average to zero, and to first order in \(v\)

\[
\frac{\lambda_0}{\lambda_{\rm eff}}\simeq\frac{1+qv-gv+v}{1+qv}\simeq1-(g-1)v ,
\]

so that

\[
\lambda_{\rm eff}\simeq\lambda_0\,[1+(x-6)v] .
\]

Here \(v=(0.05/0.95)^2/3=9.2\times10^{-4}\), which gives \(0.95\times(1+5.65\times9.2\times10^{-4})=0.955\) µm, in agreement with the integral. The radiance rises with wavelength across the band and pulls the mean wavelength to the long side. Averaging \(1/\lambda\) instead of \(\lambda\) pulls weakly the other way, so to this order, and for a flat response, the net shift is toward long wavelengths only when \(x>6\), as it is here. A response proportional to \(\lambda\), as for an ideal photon counter, raises \(g\) by one, which moves the threshold to \(x>5\) and gives \(\lambda_{\rm eff}=0.9558\) µm.

**Limit of a narrow band.** As \(v\to0\), \(\lambda_{\rm eff}\to\lambda_0\) and (2) returns. In the example, the coefficient found from band readings is 0.08628 instead of 0.08584, a change of 0.5 percent. The agreement with (8) was tested, and the test resolves the difference from the band centre. Since the weight depends on \(T\), so does \(\lambda_{\rm eff}\); for a large error the signal balance with \(S(T)\) should be solved instead.

## 6. The pyrometer inside the control loop

So far the wafer temperature was given and the reading was wrong. In closed-loop annealing the lamp power is adjusted until the reading equals a set point \(T_{\rm set}\). The reading then equals the set point by construction, but the wafer is at a different temperature. Put \(T_i=T_{\rm set}\) in (3) and solve for the true temperature:

\[
\frac1T=\frac1{T_{\rm set}}+\frac{\lambda}{c_2}\ln\frac{\varepsilon}{\varepsilon_s}. \tag{9}
\]

If the emissivity changes with temperature, \(\varepsilon\) is its value at the actual \(T\), and (9) must be solved self-consistently. With the constant values of the example and \(T_{\rm set}=1300\) K,

\[
T=\frac{1300\ \text{K}}{1+0.08584\times(-0.07411)}=1308.3\ \text{K}.
\]

The wafer emits less than the controller assumes, so the controller overheats it by 8.3 K. To first order this is the earlier error with its sign reversed. The magnitudes, 8.3 K and 8.2 K, differ at second order because one calculation holds the reading at 1300 K and the other holds the wafer there.

**Effect on diffusion.** Let a dopant diffusivity follow \(D=D_0e^{-E_a/kT}\), with constant \(D_0\) and \(E_a\). From (9),

\[
\ln\frac{D(T)}{D(T_{\rm set})}=-\frac{E_a}{k}\left(\frac1T-\frac1{T_{\rm set}}\right)
=-\frac{E_a\lambda}{k c_2}\ln\frac{\varepsilon}{\varepsilon_s}.
\]

Since \(kc_2/\lambda=hc/\lambda\) is the energy \(E_{\rm ph}\) of a detected photon,

\[
\frac{D(T)}{D(T_{\rm set})}=\left(\frac{\varepsilon_s}{\varepsilon}\right)^{E_a/E_{\rm ph}} . \tag{10}
\]

For a fixed ratio \(\varepsilon_s/\varepsilon\) the set temperature has dropped out, because Wien's radiance and the diffusivity are both exponentials of \(1/T\). If the emissivity varies with temperature, the set temperature enters again through \(\varepsilon\).

**Limit \(E_a=E_{\rm ph}\).** The ratio becomes \(\varepsilon_s/\varepsilon\). The controller has raised the blackbody radiance at the wafer temperature by this factor to make up for the missing emissivity, and a process with the same exponential rises by the same factor. A larger activation energy amplifies the emissivity error; a smaller one reduces it.

For a model activation energy of 3.50 eV and a photon energy of 1.305 eV at 0.95 µm, the exponent is \(3.50/1.305=2.68\), and

\[
\frac{D(T)}{D(T_{\rm set})}=\left(\frac{0.70}{0.65}\right)^{2.68}=1.22 .
\]

The temperature excess is 0.6 percent of the set point, yet the diffusivity is 22 percent above its intended value. For a hold of fixed duration the diffusion length \(\sqrt{Dt}\) grows by the factor \(\sqrt{1.22}\simeq1.10\). Equation (10) was tested by solving the signal balance at set points of 1300 K and 1100 K. With Planck's law at 1300 K and 0.95 µm the ratio agrees to better than one part in \(10^4\). At long wavelengths (10) fails together with Wien's law: at 5 µm it gives 2.85, while Planck's law gives 2.53 at 1300 K and 2.63 at 1100 K.

This estimate describes a steady hold with a constant diffusivity of single Arrhenius form. It leaves out transient enhanced diffusion after implantation and the dependence of \(D\) on dopant concentration, and either can matter in a real anneal. During a fast ramp the reading may lag the set point. Equation (3) still relates reading and temperature at each instant if the detector responds quickly enough, but the accumulated diffusion then requires an integral of \(D\) over the actual temperature history.

## Values computed for the example and the checks

```
second radiation constant c2 = 14387.77 um K
true temperature T = 1300.0 K
emissivity setting = 0.70, true emissivity = 0.65
fractional emissivity error delta = -0.07143
ln(eps/eps_set) = -0.07411
--- wavelength 0.95 um ---
lam*T/c2 = 0.08584, x = c2/(lam*T) = 11.6500
exp(-x) = 8.719e-06
first-order Wien error = -7.971 K
second-order term = -0.236 K
finite Wien error = -8.2173 K
finite Planck error = -8.2172 K
slope from Wien readings = 0.08584
slope from Planck readings = 0.08584
--- wavelength 2.00 um ---
lam*T/c2 = 0.18071, x = c2/(lam*T) = 5.5338
exp(-x) = 3.951e-03
first-order Wien error = -16.780 K
second-order term = -0.383 K
finite Wien error = -17.1795 K
finite Planck error = -17.1149 K
slope from Wien readings = 0.18071
slope from Planck readings = 0.18000
--- wavelength 10.00 um ---
lam*T/c2 = 0.90355, x = c2/(lam*T) = 1.1068
exp(-x) = 3.306e-01
first-order Wien error = -83.901 K
second-order term = 2.418 K
finite Wien error = -81.5850 K
finite Planck error = -56.4156 K
slope from Wien readings = 0.90355
slope from Planck readings = 0.60480
--- tolerance at 0.95 um ---
emissivity tolerance for 1 K = 0.896 percent
reading shift it produces = 0.9963 K
--- flat band ---
band limits = 0.90 to 1.00 um
effective wavelength = 0.95491 um
slope from band readings = 0.08628
--- closed loop at 0.95 um ---
reading held at = 1300.0 K
true wafer temperature = 1308.322 K
wafer temperature excess = 8.322 K
activation energy = 3.50 eV
photon energy = 1.3051 eV
exponent E_a/E_ph = 2.6818
diffusivity ratio D(T)/D(T_set) = 1.2199
```
